# The far-zone dispersion energy of two atoms, derived in two ways

## Definitions, conventions and the result

Two neutral atoms A and B are at rest in vacuum at zero temperature, a distance $R$ apart. Each has an isotropic, non-degenerate ground state, and its lowest dipole excitation lies at a frequency above zero. The electron clouds do not overlap, and each atom is small enough to couple to the electric field at one point (dipole approximation). The energy is taken to lowest order in each polarizability.

Hartree atomic units are used, so $\hbar=1$ and $c\approx137.036$. Polarizabilities are volumes: the SI polarizability divided by $4\pi\varepsilon_0$. For an atom with excitation frequencies $\omega_n$, the polarizability at imaginary frequency $iu$ is

$$\alpha(iu)=\sum_n\frac{g_n}{\omega_n^2+u^2},\qquad g_n=2\omega_n|\langle n|d_z|0\rangle|^2\ge 0,$$

where $d_z$ is a component of the dipole operator. The static polarizability is $\alpha(0)$. The interaction energy $U(R)$ is the part of the ground-state energy that depends on $R$. The result is

$$U(R)\;\to\;U_{\rm far}(R)=-\frac{23\,\hbar c\,\alpha_A(0)\,\alpha_B(0)}{4\pi R^7}\qquad(R\to\infty).$$

Only the static polarizabilities enter this leading term. Magnetic coupling is left out throughout; a static magnetic polarizability would add further terms of the same order $R^{-7}$. The correction to it does depend on the excitation spectra, and the first derivation bounds it.

Both derivations use the multipolar form of the coupling, $-\mathbf d_A\cdot\mathbf E(A)-\mathbf d_B\cdot\mathbf E(B)$, where $\mathbf E$ is the transverse field expressed through the photon modes. In this form there is no separate Coulomb term between the atoms. A remaining self-term, quadratic in the dipole of a single atom, does not link A to B and drops out of $U$ at this order.

## First derivation: zero-point energy of coupled oscillators

**Replacing the atoms by oscillators.** At lowest joint order each atom's dipole operator acts twice. The atom then enters only through the products $\langle0|d_i|n\rangle\langle n|d_j|0\rangle$ and the frequencies $\omega_n$. A set of oscillators of unit mass, with dipole $d_i=\sum_n\sqrt{g_n}\,q_{ni}$, has the same products, because $|\langle1|\sqrt{g_n}\,q_{ni}|0\rangle|^2=g_n/(2\omega_n)$. The oscillators therefore give the same energy at this order.

Each field mode $\lambda$ is also an oscillator, with coordinate $Q_\lambda$, and the field is $\mathbf E(\mathbf r)=\sum_\lambda\omega_\lambda Q_\lambda\mathbf f_\lambda(\mathbf r)$. The normalization $\int f_\lambda^2\,d^3r=4\pi$ makes the electric energy $\int E^2/(8\pi)\,d^3r$ equal to $\sum_\lambda\frac12\omega_\lambda^2Q_\lambda^2$. The whole system is now quadratic. If $K$ is its matrix of force constants, its ground-state energy is half the sum of the square roots of the eigenvalues of $K$. The self-term belongs in $K$: it keeps $K$ positive, which can fail without it once modes of short wavelength are included. It changes only elements within one atom.

**From a sum to an integral.** For positive $a$ and $b$,

$$\int_0^\infty\ln\frac{a^2+u^2}{b^2+u^2}\,du=\pi(a-b).$$

Both sides vanish at $a=b$, and the derivative of the left side with respect to $a$ is $\int_0^\infty 2a\,du/(a^2+u^2)=\pi$. Applied to all normal frequencies, with $K_0$ the matrix without coupling, this gives the zero-point shift

$$\Delta E=\frac1{2\pi}\int_0^\infty du\,\ln\frac{\det(K+u^2)}{\det(K_0+u^2)}.$$

**Eliminating the field.** Let $M$ be the diagonal atomic block of $K_0+u^2$, with entries $\omega_n^2+u^2$. The block formula for determinants turns the ratio into $\det(M-S)/\det M$. Between oscillator $(n,i)$ of A and $(m,j)$ of B, the matrix $S$ has the element $\sqrt{g_ng_m}\,T_{ij}$, with

$$T_{ij}(iu)=\sum_\lambda\frac{\omega_\lambda^2 f_{\lambda i}(A)f_{\lambda j}(B)}{\omega_\lambda^2+u^2}.$$

Now expand $\ln\det(1-M^{-1}S)=-{\rm Tr}\,M^{-1}S-\frac12{\rm Tr}(M^{-1}S)^2-\dots$. The first term contains only elements of $S$ within one atom and does not depend on $R$. In the second, the paths A→B→A and B→A→B are equal and cancel the factor $\frac12$. The sums over $n$ and $m$ build the polarizabilities, so

$$U=-\frac1{2\pi}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)\,{\rm Tr}\,T(iu)^2.$$

**The field tensor.** In free space the mode sum becomes an integral over wave vectors with transverse projector $\delta_{ij}-k_ik_j/k^2$. With $\omega=ck$ and $\kappa=u/c$,

$$T_{ij}=4\pi\int\frac{d^3k}{(2\pi)^3}\,\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)\,\phi,\qquad \phi=\frac{e^{-\kappa R}}R.$$

Here $\phi$ is the Fourier integral of $4\pi/(k^2+\kappa^2)$, since it solves $(-\nabla^2+\kappa^2)\phi=4\pi\delta(\mathbf R)$. Away from the origin $\nabla^2\phi=\kappa^2\phi$.

Write $x=\kappa R=uR/c$. Then $\phi'=-(1+x)e^{-x}/R^2$. Along $\mathbf R$ the second derivative is $\phi''=\nabla^2\phi-2\phi'/R$, and across $\mathbf R$ it is $\phi'/R$. Hence

$$T_\parallel=-\frac{2\phi'}R=\frac{2(1+x)e^{-x}}{R^3},\qquad
T_\perp=\frac{\phi'}R-\kappa^2\phi=-\frac{(1+x+x^2)e^{-x}}{R^3}.$$

There is one parallel and there are two perpendicular directions, so

$${\rm Tr}\,T^2=\frac{e^{-2x}}{R^6}\left[4(1+2x+x^2)+2(1+2x+3x^2+2x^3+x^4)\right]=\frac{2e^{-2x}P(x)}{R^6},$$

$$P(x)=x^4+2x^3+5x^2+6x+3.$$

This gives the Casimir–Polder integral

$$U(R)=-\frac1{\pi R^6}\int_0^\infty du\,\alpha_A(iu)\,\alpha_B(iu)\,e^{-2uR/c}\,P(uR/c).$$

If $R$ is much smaller than $c/\omega_n$ for the excitations that matter, $x$ is small wherever the polarizabilities are appreciable. Then $e^{-2x}P\to3$ and $U\to-C_6/R^6$, with $C_6=(3/\pi)\int_0^\infty\alpha_A(iu)\alpha_B(iu)\,du$. In this near zone the whole frequency dependence matters.

**The far zone.** Substitute $u=cx/R$, $du=(c/R)\,dx$:

$$U(R)=-\frac{c}{\pi R^7}\int_0^\infty dx\,e^{-2x}P(x)\,\alpha_A\!\left(\frac{icx}R\right)\alpha_B\!\left(\frac{icx}R\right).$$

The extra power of $1/R$ comes from the width of the frequency window, which is of order $c/R$. At fixed $x$ both arguments go to zero as $R\to\infty$. Since $g_n\ge0$, we have $0<\alpha(iu)\le\alpha(0)$, so the integrand never exceeds the integrable function $\alpha_A(0)\alpha_B(0)e^{-2x}P(x)$. By dominated convergence the limit may be taken under the integral, and the static polarizabilities come out as factors.

With $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$, the terms of $P$ from $x^4$ down to the constant give

$$\int_0^\infty e^{-2x}P\,dx=\frac{24}{32}+2\cdot\frac6{16}+5\cdot\frac28+6\cdot\frac14+3\cdot\frac12
=\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}4.$$

Multiplication by $-c\,\alpha_A(0)\alpha_B(0)/(\pi R^7)$ gives $U_{\rm far}$, with $\hbar=1$.

**How large the correction is.** For each atom define $s=\sum_n(g_n/\omega_n^4)/\alpha(0)$. Then

$$\alpha(0)-\alpha(iu)=\sum_n\frac{g_n u^2}{\omega_n^2(\omega_n^2+u^2)}\le s\,u^2\alpha(0).$$

Let $a$ and $b$ be the ratios $\alpha(iu)/\alpha(0)$ of the two atoms. Both lie between 0 and 1, so $(1-a)(1-b)\ge0$, which rearranges to $1-ab\le(1-a)+(1-b)\le(s_A+s_B)u^2$. With $u=cx/R$ the second moment of the kernel is needed:

$$\int_0^\infty x^2e^{-2x}P\,dx=\frac{45}8+\frac{15}4+\frac{15}4+\frac94+\frac34=\frac{129}8.$$

Dividing by $23/4$ gives the bound

$$0\le1-\frac{U}{U_{\rm far}}\le\frac{129}{46}\left(\frac cR\right)^2(s_A+s_B).$$

As $u\to0$, $(1-ab)/u^2$ tends to $s_A+s_B$, so the right side is also the leading form of the deficit. The spectra therefore first appear in the energy at order $R^{-9}$. The far-zone law is accurate when $(c/R)^2(s_A+s_B)\ll1$. Since $s$ is an average of $1/\omega_n^2$ with weights $g_n/\omega_n^2$, it never exceeds the inverse square of the lowest excitation frequency, so the condition is assured when $c/R$ is small compared with that frequency for both atoms. For the hydrogen pair treated below, $c/R$ equal to a tenth of the lowest frequency still leaves a deficit of about 4%.

The argument uses $g_n\ge0$, which holds for a ground state. An excited atom has downward transitions with negative strengths, and the bound does not apply to it.

## Second derivation: two photons exchanged by static polarizabilities

**The effective coupling.** Suppose from the start that the relevant photons have frequencies far below every $\omega_n$. An atom in its ground state can emit photons $\omega$ and $\omega'$ in either order, passing through a virtual state $n$. The energy denominators are $\omega_n+\omega$ and $\omega_n+\omega'$. For slow photons the amplitude, apart from the field factors, becomes

$$-\sum_n|\langle n|d_z|0\rangle|^2\left(\frac1{\omega_n+\omega}+\frac1{\omega_n+\omega'}\right)\to-\sum_n\frac{2|\langle n|d_z|0\rangle|^2}{\omega_n}=-\alpha(0).$$

Isotropy makes it the same for each field component. The operator with this two-photon amplitude is the energy of an induced dipole, so the coupling is

$$W=W_A+W_B=-\tfrac12\alpha_A(0)\,\mathbf E(A)^2-\tfrac12\alpha_B(0)\,\mathbf E(B)^2.$$

The atoms now have no internal dynamics, and the remaining problem concerns the field alone.

**Second-order energy.** Write $\mathbf E(\mathbf r)=\sum_\lambda[\mathbf e_\lambda(\mathbf r)a_\lambda+\mathbf e_\lambda^*(\mathbf r)a_\lambda^\dagger]$, now with plane-wave modes. First-order energies do not depend on $R$. In second order, one atom creates a photon pair from the vacuum and the other absorbs it:

$$U=-2\,{\rm Re}\sum_{\rm pairs}\frac{\langle0|W_A|\lambda\lambda'\rangle\langle\lambda\lambda'|W_B|0\rangle}{\omega_\lambda+\omega_{\lambda'}}.$$

The factor 2 counts the two roles of the atoms. For distinct modes, $\langle\lambda\lambda'|W_B|0\rangle=-\alpha_B(0)\,\mathbf e^*_\lambda(B)\cdot\mathbf e^*_{\lambda'}(B)$, because either factor of $\mathbf E$ can create either photon. Summing over $\lambda$ and $\lambda'$ independently counts each pair twice, which requires a factor $\frac12$. This also gives the right weight for two photons in one mode, whose amplitude carries $1/\sqrt2$ instead of 1.

Next use $1/(\omega_\lambda+\omega_{\lambda'})=\int_0^\infty d\tau\,e^{-(\omega_\lambda+\omega_{\lambda'})\tau}$. The double sum becomes a product of two equal single sums:

$$U=-\alpha_A(0)\alpha_B(0)\int_0^\infty d\tau\sum_{ij}G_{ij}(\tau)^2,\qquad
G_{ij}(\tau)=\sum_\lambda e_{\lambda i}(A)\,e^*_{\lambda j}(B)\,e^{-\omega_\lambda\tau}.$$

$G$ is real, since opposite wave vectors contribute complex conjugates. It is the vacuum correlation of the field between the two atoms at imaginary time separation $\tau$.

**The correlation function.** In a volume $V$ a plane-wave mode has $|\mathbf e_\lambda|^2=2\pi\omega_\lambda/V$. Its electric zero-point energy is then $V\cdot(2\pi\omega_\lambda/V)/(8\pi)=\omega_\lambda/4$, half of $\omega_\lambda/2$, as it must be. With $\sigma=c\tau$,

$$G_{ij}=2\pi c\int\frac{d^3k}{(2\pi)^3}\,\frac{k^2\delta_{ij}-k_ik_j}{k}\,e^{i\mathbf k\cdot\mathbf R-k\sigma}
=2\pi c\,(\partial_i\partial_j-\delta_{ij}\nabla^2)F.$$

The angular average of $e^{i\mathbf k\cdot\mathbf R}$ is $\sin(kR)/(kR)$, so

$$F=\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf R-k\sigma}}k=\frac1{2\pi^2R}\int_0^\infty\sin(kR)\,e^{-k\sigma}dk=\frac1{2\pi^2D},\qquad D=R^2+\sigma^2.$$

Let $h=1/D$. Its radial derivatives are $h'=-2R/D^2$ and $h''=-2/D^2+8R^2/D^3$, and $\nabla^2h=h''+2h'/R=-6/D^2+8R^2/D^3$. The prefactor is $2\pi c/(2\pi^2)=c/\pi$. Therefore

$$G_\parallel=\frac c\pi(h''-\nabla^2h)=\frac{4c}{\pi D^2},\qquad
G_\perp=\frac c\pi\left(\frac{h'}R-\nabla^2h\right)=\frac{4c(\sigma^2-R^2)}{\pi D^3}.$$

**The time integral.** With $d\tau=d\sigma/c$,

$$U=-\frac{16c}{\pi^2}\,\alpha_A(0)\alpha_B(0)\int_0^\infty d\sigma\left[\frac1{D^4}+\frac{2(\sigma^2-R^2)^2}{D^6}\right].$$

Put $\sigma=R\tan\theta$, so that $D=R^2/\cos^2\theta$ and $d\sigma=R\,d\theta/\cos^2\theta$. Since $\sigma^2-R^2=-R^2\cos2\theta/\cos^2\theta$, the integral is

$$\frac1{R^7}\int_0^{\pi/2}\cos^6\theta\,(1+2\cos^22\theta)\,d\theta.$$

Let $I_m=\int_0^{\pi/2}\cos^m\theta\,d\theta$. Integration by parts gives $I_m=\frac{m-1}mI_{m-2}$, and $I_0=\pi/2$, so $I_6=5\pi/32$, $I_8=35\pi/256$ and $I_{10}=63\pi/512$. From $\cos^22\theta=4\cos^4\theta-4\cos^2\theta+1$,

$$I_6+2(4I_{10}-4I_8+I_6)=\frac{20\pi}{128}+2\cdot\frac{(63-70+20)\pi}{128}=\frac{46\pi}{128}=\frac{23\pi}{64}.$$

Finally $(16c/\pi^2)(23\pi/64)=23c/(4\pi)$, and

$$U=-\frac{23\,c\,\alpha_A(0)\alpha_B(0)}{4\pi R^7}.$$

The number 23 thus arises once from moments of an exponential and once from powers of a cosine. The energy is negative and rises towards zero with $R$, so the force is attractive.

## What each derivation assumes

Both derivations assume ground-state atoms at rest, the dipole approximation, no overlap, zero temperature and lowest joint order in the polarizabilities. They differ in where the static limit is taken.

The first keeps the complete $\alpha(iu)$. It yields the energy at every separation allowed by the common assumptions, and it proves that the static limit is legitimate. The second sets the response to its static value before the field is treated. It is shorter, but its formula gives an $R^{-7}$ law at every $R$. Its starting assumption indicates only roughly where that law can be trusted: $G$ depends on $\tau$ through $R^2+c^2\tau^2$, so the photons that matter have frequencies of order $c/R$, and these must lie far below every $\omega_n$. It gives no estimate of the size of the error.

The two are linked by a Fourier transform. Extend $G_{ij}$ to negative times through $e^{-\omega|\tau|}$. Each mode then gives $\int_{-\infty}^\infty e^{-\omega|\tau|}e^{iu\tau}d\tau=2\omega/(\omega^2+u^2)$. Multiplied by the mode weight $2\pi\omega$, this is $4\pi\omega^2/(\omega^2+u^2)$, the weight in $T_{ij}(iu)$. So $T$ is the transform of $G$, and Parseval's theorem for these even functions gives

$$\int_0^\infty d\tau\sum_{ij}G_{ij}^2=\frac1{2\pi}\int_0^\infty du\,{\rm Tr}\,T(iu)^2.$$

The second derivation is therefore the first with $\alpha(iu)$ replaced by $\alpha(0)$, and the bound found above measures its error. In imaginary time, $G$ varies over times of order $R/c$, while the response of the atom, the transform of $\alpha(iu)$, decays as $e^{-\omega_n|\tau|}$, within times of order $1/\omega_n$. At large $R$ the response is instantaneous by comparison, and its integrated strength $\alpha(0)$ is all that remains.

Zero temperature also sets a limit. Thermal photons of frequency $c/R$ are rare only if $k_BT\ll\hbar c/R$, that is, if $R\ll\hbar c/(k_BT)$. At 300 K this length is $1.44\times10^5$ bohr.

## Hydrogen atoms and a model pair

The first pair is two ground-state hydrogen atoms, treated nonrelativistically with fixed nuclei and without spin. Diagonalization of the p channel in 20 Laguerre functions gives $\alpha(0)=4.5$ bohr³, $s=5.907$ hartree⁻² and $C_6=6.499$ hartree bohr⁶. The second pair is two model atoms with the same $\alpha(0)$ but a single excitation at 0.2 hartree, for which $s=1/0.2^2=25$ hartree⁻² and $C_6=3.0375$ hartree bohr⁶.

The far-zone coefficient is the same for both pairs:

$$\frac{23\times137.036\times4.5^2}{4\pi}=5079\ \text{hartree bohr}^7.$$

The $R^{-6}$ and $R^{-7}$ laws cross where $R$ equals this coefficient divided by $C_6$. That is $5079/6.499=781.5$ bohr for hydrogen and 1672 bohr for the model pair. The full integral gives:

| $R$ (bohr) | $U/U_{\rm far}$, H–H | $U/U_{\rm far}$, model | $U_{\rm model}/U_{\rm HH}$ |
|---:|---:|---:|---:|
| 10 | 0.0128 | 0.0060 | 0.468 |
| 100 | 0.1248 | 0.0595 | 0.476 |
| 1000 | 0.7177 | 0.4726 | 0.659 |
| 10000 | 0.9939 | 0.9753 | 0.981 |
| 100000 | 0.9999 | 0.9997 | 0.9998 |

The first row evaluates the dipole dispersion integral alone. It leaves out the higher electric multipole terms, which fall off as $R^{-8}$ and faster, and the overlap of the hydrogen clouds; neither is negligible at 10 bohr. At short range the ratio of the energies is close to that of the $C_6$ coefficients, $3.0375/6.499=0.467$. At large range it tends to 1, although the spectra still differ. The last row holds for zero temperature; at 300 K that distance is comparable with the thermal length.

The hydrogen figures are those of the spinless atom with a fixed nucleus. The finite proton mass raises the far-zone coefficient from 5079 to 5096 and $C_6$ from 6.499 to 6.517, and leaves the deficit at $10^4$ bohr at 0.00612. Spin matters more at large $R$. For atoms in the lowest hyperfine level, the hyperfine transition gives a static magnetic polarizability of about 123 bohr³. The magnetic terms then add about 0.5% to the energy at $10^4$ bohr and 5% at $10^5$ bohr, and they exceed the electric term at $10^7$ bohr.

At $R=10^4$ bohr (529 nm) the hydrogen pair has

$$U_{\rm far}=-\frac{5079}{10^{28}}=-5.079\times10^{-25}\ \text{hartree},$$

or $-3.34\times10^{-9}$ Hz after division by Planck's constant. The full integral gives $-5.048\times10^{-25}$ hartree, a deficit of 0.00612 relative to $U_{\rm far}$. The bound, with $c/R=0.013704$ hartree, is

$$2.8043\times(0.013704)^2\times2\times5.907=0.00622.$$

At this distance 99% of the far-zone integral comes from $x<4.614$, that is, from $u<0.0632$ hartree. This is about one sixth of the lowest excitation frequency of hydrogen, 0.375 hartree.

The numerical check tests the zero-point formula on a small set of modes, and the field tensor, the two moments, the far-zone limit and the bound by independent calculation. It does not evaluate the time integral of the second derivation, whose steps are given in full above.

## Table of computed values

```
speed of light c = 137.0360 a.u.
kernel integral = 5.750000 (23/4 = 5.75)
second moment of kernel = 16.125000 (129/8 = 16.125)
correction factor, ratio of the moments = 2.8043
99% of kernel integral lies below x = 4.614
mode model: zero-point sum = -6.98259e-10 a.u.
mode model: u integral = -6.97508e-10 a.u.
H: Laguerre basis functions = 20
H: static polarizability = 4.500000 bohr^3
H: lowest excitation = 0.375000 hartree
H: s = 5.9074 hartree^-2
H-H: C6 = 6.49903 hartree bohr^6
model: static polarizability = 4.5 bohr^3
model: excitation = 0.2 hartree
model: s = 25.0000 hartree^-2
model pair: C6 = 3.03750 hartree bohr^6
far-zone coefficient, both pairs = 5078.994 hartree bohr^7
H-H: crossing distance = 781.5 bohr
model pair: crossing distance = 1672.1 bohr
R (bohr) | U/U_far H-H | U/U_far model | U_model/U_HH
      10 | 0.01279 | 0.00598 | 0.46751
     100 | 0.12480 | 0.05945 | 0.47640
    1000 | 0.71766 | 0.47259 | 0.65852
   10000 | 0.99388 | 0.97532 | 0.98132
  100000 | 0.99994 | 0.99974 | 0.99980
chosen distance = 10000 bohr = 529.2 nm
H-H there: full U = -5.04793e-25 hartree
H-H there: far-zone U = -5.07899e-25 hartree
H-H there: far-zone U/h = -3.342e-09 Hz
H-H there: relative deficit = 0.006116
H-H there: bound on deficit = 0.006222
there: c/R = 0.013704 hartree
there: 99% of integral below u = 0.06323 hartree
thermal length hbar c/(k T) at 300 K = 1.442e+05 bohr
```
